# Transfer length and contact resistivity from front and end resistances

## Problem

A rectangular metal contact of width $W$ and length $d$ lies on a thin conducting semiconductor sheet. A current $I$ flows in the sheet along $x$, enters the region under the contact at its front edge $x=0$, and leaves through the metal. No current flows in the sheet beyond the far edge $x=d$. Let $V(x)$ be the potential of the sheet relative to the metal. The front and end resistances are

$$R_f=\frac{V(0)}{I},\qquad R_e=\frac{V(d)}{I}.$$

The sheet under the metal has sheet resistance $R_{sk}$, and the interface has specific contact resistivity $\rho_c$. Both are uniform and both are unknown. The metal is an equipotential, the interface is linear, and the mesa is as wide as the contact, so that the flow depends on $x$ alone.

1. Find $V(x)$, $R_f$, $R_e$ and the ratio $R_e/R_f$.
2. Express the transfer length $L_T=\sqrt{\rho_c/R_{sk}}$, then $\rho_c$ and $R_{sk}$, through $R_f$, $R_e$, $W$ and $d$.
3. Evaluate them for $W=100$ µm, $d=3.0$ µm, $R_f=5.00\ \Omega$, $R_e=1.00\ \Omega$.
4. Find how reading errors propagate, and which contact length determines $L_T$ best when $R_e$ has a fixed absolute error.
5. The sheet outside the contact has $R_{sh}=500\ \Omega$/sq. What would the intercept of a pad-spacing line give for $L_T$ and $\rho_c$?
6. Estimate the effects that the model neglects.

The end resistance is read with a third pad behind the contact. That pad carries no current, so the sheet between it and the far edge has no voltage drop, and the pad sits at the potential of the sheet at $x=d$. The front resistance is taken as given, for instance from a voltage tap at the front edge. If it came from a pad-spacing line, an extrapolation would already be contained in the data.

## Solution

### 1. Potential under the contact

Let $i(x)$ be the current in the sheet, positive towards $+x$. A strip of length $dx$ has resistance $R_{sk}\,dx/W$, and the potential falls in the direction of the current:

$$\frac{dV}{dx}=-\frac{R_{sk}}{W}\,i .$$

The current passing from this strip into the metal is $V\,W\,dx/\rho_c$, and the sheet loses it:

$$\frac{di}{dx}=-\frac{W}{\rho_c}\,V .$$

Differentiating the first equation and inserting the second gives

$$\frac{d^2V}{dx^2}=-\frac{R_{sk}}{W}\frac{di}{dx}=\frac{R_{sk}}{\rho_c}V=\frac{V}{L_T^2}.$$

It is convenient to measure distance from the far edge:

$$V=A\cosh\frac{d-x}{L_T}+B\sinh\frac{d-x}{L_T}.$$

The condition $i(d)=0$ means $V'(d)=0$. Since $V'(d)=-B/L_T$, we have $B=0$. The condition at the front is

$$I=i(0)=-\frac{W}{R_{sk}}V'(0)=\frac{W}{R_{sk}L_T}\,A\sinh\frac{d}{L_T}.$$

With the abbreviations

$$u=\frac{d}{L_T},\qquad Z=\frac{R_{sk}L_T}{W}=\frac{\rho_c}{W L_T},$$

where the two forms of $Z$ agree because $R_{sk}=\rho_c/L_T^2$, this gives $A=IZ/\sinh u$ and

$$V(x)=IZ\,\frac{\cosh[(d-x)/L_T]}{\sinh u}.$$

Setting $x=0$ and $x=d$,

$$R_f=Z\coth u,\qquad R_e=\frac{Z}{\sinh u},\qquad \frac{R_e}{R_f}=\frac{1}{\cosh u}=\frac{1}{\cosh(d/L_T)}.$$

The prefactor $Z$ cancels in the ratio. The sheet outside the contact supplies the current $I$ and has no other influence, so its sheet resistance does not appear.

For a long contact, $u\gg1$, the front resistance tends to $Z$ and the ratio to $2e^{-u}$: nearly all the current leaves within a few $L_T$ of the front edge. For a short one, $\coth u\simeq 1/u+u/3$ and $1/\sinh u\simeq 1/u-u/6$. With $Z/u=\rho_c/(Wd)$ and $Zu=R_{sk}d/W$,

$$R_f\simeq\frac{\rho_c}{Wd}+\frac{R_{sk}d}{3W},\qquad R_e\simeq\frac{\rho_c}{Wd}-\frac{R_{sk}d}{6W}.$$

Both resistances then approach that of the bare interface, and their small difference carries the information about the sheet.

### 2. Inversion

For $u>0$ the function $\cosh u$ increases steadily from 1. Any pair with $0<R_e<R_f$ therefore fixes one value of $u$, and

$$L_T=\frac{d}{\operatorname{arccosh}(R_f/R_e)} .$$

A measured pair with $R_e\ge R_f$ contradicts the model. The ratio gives a length but no resistance scale, so one more combination is needed. From $\coth^2u-1/\sinh^2u=1$,

$$R_f^2-R_e^2=Z^2 .$$

Since $\rho_c=WL_TZ$,

$$\rho_c=WL_T\sqrt{R_f^2-R_e^2}=R_fWL_T\tanh\frac{d}{L_T},\qquad R_{sk}=\frac{\rho_c}{L_T^2}.$$

The second form of $\rho_c$ follows from $Z=R_f\tanh u$.

These formulas were tested on four contacts represented by ladders of 2000 series and shunt resistors, with $R_{sk}$ from 120 to 800 Ω/sq, $\rho_c$ from 100 to 1000 Ω µm², $W$ from 20 to 100 µm and $d$ from 0.3 to 4 µm. The ladder equations were solved without hyperbolic functions. The inversion returned $L_T$, $\rho_c$ and $R_{sk}$ with a largest error of $1\times10^{-6}$ relative to the ladder's inputs.

### 3. Numbers

The ratio is $R_e/R_f=0.200$, so

$$u=\operatorname{arccosh}5=2.292,\qquad L_T=\frac{3.0}{2.292}\ \text{µm}=1.309\ \text{µm}.$$

The resistance scale is $Z=\sqrt{25-1}\ \Omega=4.899\ \Omega$, and

$$\rho_c=100\times1.309\times4.899\ \Omega\,\text{µm}^2=641\ \Omega\,\text{µm}^2=6.41\times10^{-6}\ \Omega\,\text{cm}^2 .$$

The sheet resistance under the metal is $R_{sk}=641/1.309^2\approx374\ \Omega$/sq.

### 4. Reading errors

Differentiating $\cosh u=R_f/R_e$ gives

$$\sinh u\,du=\cosh u\,(d\ln R_f-d\ln R_e).$$

At fixed $d$, $d\ln L_T=-du/u$, hence

$$d\ln L_T=\frac{\coth u}{u}\,(d\ln R_e-d\ln R_f).$$

For the contact resistivity, $\ln\rho_c=\ln W+\ln L_T+\tfrac12\ln(R_f^2-R_e^2)$. The last term contributes

$$\frac{R_f^2\,d\ln R_f-R_e^2\,d\ln R_e}{Z^2}=\coth^2u\;d\ln R_f-\frac{d\ln R_e}{\sinh^2u},$$

so that

$$d\ln\rho_c=\left(\frac{\coth u}{u}-\frac1{\sinh^2u}\right)d\ln R_e+\left(\coth^2u-\frac{\coth u}{u}\right)d\ln R_f .$$

In the example, a reading of $R_e$ that is 1 % high raises $L_T$ by 0.45 % and $\rho_c$ by 0.40 %. A reading of $R_f$ that is 1 % high lowers $L_T$ by 0.45 % and raises $\rho_c$ by 0.60 %.

For short contacts, $\coth u/u\simeq1/u^2+1/3$, $1/\sinh^2u\simeq1/u^2-1/3$ and $\coth^2u\simeq1/u^2+2/3$. The coefficient for $L_T$ diverges as $1/u^2$. In $\rho_c$ the divergent terms cancel and leave $2/3$ for $R_e$ and $1/3$ for $R_f$. At $u=0.5$, a 1 % error in $R_e$ already moves $L_T$ by 4.3 % to first order, but $\rho_c$ by only 0.65 %. When the errors of the two readings are unrelated, a short contact thus measures its interface well and its transfer length poorly. A relative error common to both readings, such as a wrong current calibration, cancels in $L_T$ at any length and passes in full into $\rho_c$.

For long contacts both coefficients of $d\ln R_e$ fall off as $1/u$, while that of $d\ln R_f$ in $\rho_c$ tends to 1. But $R_e$ itself becomes small, and a voltmeter offset is an absolute error. Let $R_e$ be wrong by a small fixed $\delta$, with $R_f$ correct. Then $d\ln R_e=\delta/R_e=\delta\sinh u/Z$, and

$$\frac{\delta L_T}{L_T}=\frac{\coth u}{u}\,\frac{\delta\sinh u}{Z}=\frac{\delta}{Z}\,\frac{\cosh u}{u}.$$

Since $Z$ does not depend on $d$, the best length for given $\rho_c$ and $R_{sk}$ minimizes $\cosh u/u$. Its derivative is $(u\sinh u-\cosh u)/u^2$, which changes from negative to positive where

$$u\tanh u=1,\qquad u=1.20 .$$

Here this means $d=1.57$ µm. At the actual length of 3.0 µm, an offset of $+0.05\ \Omega$ in $R_e$ raises $L_T$ by 2.2 % and $\rho_c$ by 2.0 %. The optimum concerns $L_T$ and an error in $R_e$ alone. If the same offset $\delta$ enters both readings, then also $d\ln R_f=\delta\tanh u/Z$, and the factor $\cosh u/u$ becomes $(\cosh u-1)/u$, which grows steadily with $u$ and has no interior minimum. For independent errors of equal size the factor is $\sqrt{\cosh^2u+1}/u$, with its minimum at $u\approx1.39$. An error in $d$ is a separate matter: both $L_T$ and $\rho_c$ are proportional to the $d$ used in the formulas.

### 5. Comparison with the pad-spacing line

Two identical contacts separated by a gap $\ell$ have the total resistance $2R_f+R_{sh}\ell/W$. The line reaches zero at $\ell=-2R_fW/R_{sh}$, and half the length of this intercept is

$$\frac{R_fW}{R_{sh}}=\frac{R_{sk}}{R_{sh}}\,L_T\coth u .$$

It equals $L_T$ if the two sheet resistances agree and the contact is long. Here it is $5.00\times100/500=1.00$ µm instead of 1.309 µm. Taking $\rho_c=R_{sh}\times(1.00\ \text{µm})^2$ gives $5.0\times10^{-6}\ \Omega\,\text{cm}^2$, about 22 % below the value found from $R_f$ and $R_e$. With equal sheets the half intercept would be 1.336 µm, and the remaining 2 % excess is the factor $\coth u$.

### 6. Neglected effects and the real case

The numbers lie in the rough regime of alloyed contacts to gallium nitride transistor channels: a front resistance of $R_fW=0.50\ \Omega\,$mm, a sheet of a few hundred ohms per square, and $\rho_c$ between about $10^{-6}$ and $10^{-5}\ \Omega\,\text{cm}^2$. They are round model parameters, not data from a device. Each effect below was computed separately. Except for the layer thickness, where only the lateral decay length was calculated, the altered $R_f$ and $R_e$ were put through the formulas of part 2. The percentages are changes of the recovered values relative to those without the effect.

**Mesa wider than the contact.** This effect matters at any current and depends strongly on the size of the overhang. Let the mesa extend 2 µm beyond the contact on each side, with 500 Ω/sq everywhere outside the metal. In a two-dimensional calculation, $R_f$ was averaged over the front edge of the contact and $R_e$ over the mesa width far behind it. The overhang lowers $R_f$ from 5.006 to 4.926 Ω and raises $R_e$ from 1.002 to 1.123 Ω; the starting values differ slightly from 5 and 1 because of the grid. The recovered $L_T$ is then 6.2 % too large and $\rho_c$ 3.8 % too large. The coefficients of part 4 explain this: $R_e$ rises by 12 % and $R_f$ falls by 1.6 %, so $L_T$ rises by about $0.445\times(12+1.6)\approx6$ %. Real pads partly short the mesa across its width and reduce the shifts somewhat: with identical contacts at 10 µm gaps on both sides they are about 5.7 % and 3.5 %. In that layout an overhang of 1 µm gives about 2 % and 1 %, and one of 5 µm about 26 to 27 % and 18 to 19 %. All these figures use $R_f$ averaged over the front edge of the contact, and where $R_f$ is read matters a great deal. With the 2 µm overhang and pads at 10 µm gaps, a point on the outer side of the mesa level with the front edge, where the sheet carries no metal, reads about 8.9 Ω; $L_T$ then comes out about 17 % too small and $\rho_c$ about 50 % too large. Without pads, with the current fed uniformly across the mesa, the same point reads about 9.3 Ω and the errors are about 18 % and 54 %. Halfway across the overhang the reading is about 0.4 Ω lower in either layout. Even without overhang, a tap lying 0.1 µm ahead of the edge adds $R_{sh}\times0.1\ \text{µm}/W=0.5\ \Omega$ to $R_f$, which lowers $L_T$ by 4 % and raises $\rho_c$ by 6 %.

**Nonlinear interface.** Suppose the current density is $(V_0/\rho_c)\sinh(V/V_0)$ with $V_0=k_BT/q=25.9$ mV at 300 K. At 1 mA the front voltage is about 5 mV, and $L_T$ and $\rho_c$ change by $-0.04$ % and $-0.2$ %. At 10 mA the changes are $-3$ % and $-14$ %, because the interface conducts better at higher voltage. The size depends on the assumed law. The $\sinh$ law is odd in $V$, so its first correction is of second order in $V/V_0$. A thermionic law $(V_0/\rho_c)(e^{V/V_0}-1)$ has a first-order correction and shifts $L_T$ and $\rho_c$ by about $-1.5$ % and $-5$ % already at 1 mA, with the opposite sign in reverse polarity. Repeating the measurement at a lower current shows whether the linear regime has been reached.

**Metal and layer thickness.** A metal of 0.2 Ω/sq, with the current leaving and the metal potential sensed at its far edge, raises $L_T$ by 0.05 % and $\rho_c$ by 0.1 %. The shifts are small because the metal is contacted along its whole width and the current crosses at most $d/W=0.03$ squares of it. An exit along the front edge gives shifts of similar size (0.07 % and 0.09 %), and one along the middle line smaller ones (0.01 % and 0.03 %). If the strip is instead fed and sensed at one of its ends, the current runs along $W$, and both readings rise by about $R_mW/(3d)\approx2.2\ \Omega$ for $R_m=0.2$ Ω/sq. The recovered $L_T$ is then nearly 60 % too large and $\rho_c$ about doubled. Feeding both ends cuts the addition to $R_mW/(12d)\approx0.55\ \Omega$, which still gives about 18 % and 28 %. If the current leaves at one end and the potential is sensed at the other, the sign reverses: the sensed end lies $IR_mW/(2d)$ above the exit and the mean metal potential only $IR_mW/(3d)$, so both readings fall by about $R_mW/(6d)\approx1.1\ \Omega$. Here that makes $R_e$ slightly negative, and the formulas of part 2 have no solution. A metal fed from its ends acts as an equipotential only if $R_mW/d$ is small against $R_e$; one contacted along its whole width needs only the much weaker condition that $R_md/W$ be small against $R_e$. Treating the semiconductor as a uniform isotropic layer 30 nm thick lengthens the lateral decay by 0.009 %.

**Temperature of use.** As a rough model of a hot channel with reduced mobility, double $R_{sk}$ and hold $\rho_c$ fixed. Then $L_T$ falls by $\sqrt2$ to 0.925 µm, $R_f$ rises to 6.95 Ω, and $R_e$ falls to 0.54 Ω. The formulas still hold, but the end signal is about half as large, so a fixed voltmeter offset matters more.

Alloyed interfaces can also be laterally nonuniform. The recovered $\rho_c$ is then an effective value for this geometry, and the resulting error has not been estimated here. With a 2 µm overhang as the only departure, an equipotential metal, a linear interface and $R_f$ averaged over the front edge, the example supports $L_T\approx1.3$ µm and $\rho_c\approx6.4\times10^{-6}\ \Omega\,\text{cm}^2$ to within several per cent, not to the digits carried in the arithmetic. With that reading of $R_f$, both recovered values are too large; a tap on the side of the mesa or ahead of the edge changes the size of the error and can reverse its sign for $L_T$. In the layout with pads at 10 µm gaps, readings of 5 Ω and 1 Ω would correspond to $L_T\approx1.23$ µm, $\rho_c\approx6.2\times10^{-6}\ \Omega\,\text{cm}^2$ and $R_{sk}$ slightly above 400 Ω/sq, so the recovered $R_{sk}$ is about 8 % low. A wider overhang or a metal fed from its ends makes the error much larger.

## Numbers as computed

```
contact width W = 100 um, length d = 3.0 um
given Rf = 5.00 ohm, Re = 1.00 ohm
ratio Re/Rf = 0.2000
d/LT = arccosh(Rf/Re) = 2.2924
transfer length LT = 1.3087 um
Z = sqrt(Rf^2-Re^2) = 4.8990 ohm
tanh(d/LT) = 0.9798
rho_c = 6.411e-06 ohm cm2 = 641.1 ohm um2
sheet resistance under metal Rsk = 374.4 ohm/sq
width-normalized front resistance = 0.500 ohm mm
ladder inversion, worst relative error = 1.0e-06
percent change per +1 percent reading error (linear):
  LT: Re +0.445, Rf -0.445
  rho_c: Re +0.404, Rf +0.596
  at d/LT=0.5: LT/Re +4.328, rho_c/Re +0.645, rho_c/Rf +0.355
  at d/LT=5.0: LT/Re +0.200, rho_c/Re +0.200, rho_c/Rf +0.800
Re offset +0.05 ohm: LT +2.22 %, rho_c +2.00 %
best d/LT for fixed Re error = 1.1997 (scan 1.1997)
best d for this contact = 1.57 um
assumed outside sheet resistance = 500 ohm/sq
spacing-line half intercept = 1.000 um
  rho_c from it = 5.000e-06 ohm cm2
  half intercept if sheets were equal = 1.336 um
errors of recovered LT and rho_c from neglected effects:
  metal 0.2 ohm/sq: +0.053 %, +0.107 %
  sinh interface, scale kT/q = 25.85 mV at 300 K
    at 1 mA: -0.04 %, -0.20 %
    at 10 mA: -3.02 %, -14.18 %
  layer thickness 30 nm: decay length +0.0088 %
  mesa overhang 2 um per side: +6.17 %, +3.83 %
    same on coarser grid: +6.16 %, +3.82 %
    Rf 5.006 -> 4.926 ohm, Re 1.002 -> 1.123 ohm
hot device, Rsk doubled: Rf = 6.949 ohm, Re = 0.542 ohm
  LT = 0.9254 um, Re/Rf = 0.0781
```
